# A vibrational Feshbach resonance model of electron attachment to methyl iodide

## The decision: keep the closed channel

Anyone computing electron attachment to methyl iodide must decide whether to keep the first excited C–I stretch at collision energies too low to excite it. In the two-channel model worked out here, dropping that channel removes a peak that raises the attachment probability from 0.03 at 50 meV to 0.73 at 59.8 meV, about 6 meV below the 66 meV threshold. Adding higher closed channels keeps the peak near 59 meV but roughly halves its height and triples its width, from 1.6 to about 5 meV.

The electron lends its energy to the stretch and is then held by the molecule's dipole and polarization attraction. This is a vibrational Feshbach resonance: a level attached to $v=1$, embedded in the continuum of $v=0$. It decays by dissociation into $\mathrm{CH_3+I^-}$ or by releasing the electron and leaving the molecule in $v=0$.

With the parameters used here, long-range attraction is needed, but it is not the whole cause. The short-range boundary helps to fix the level, and a sharp peak also requires weak enough loss and favourable interference with direct capture.

## What the long-range attraction can hold

The derivations use Hartree atomic units. The molecular axis is fixed, and $v=0$ and $v=1$ have the same dipole $\mu$ and isotropic polarizability $\alpha$. Outside a core of radius $r_0$ the electron obeys

$$\left[-\tfrac12\nabla^2-\frac{\mu\cos\theta}{r^2}-\frac{\alpha}{2r^4}\right]\psi=\frac{k^2}{2}\psi .$$

Write $\psi=u(r)Y(\theta)/r$, where $Y$ is the lowest eigenfunction of $L^2-2\mu\cos\theta$, with eigenvalue $\Lambda$. The polarization term has no angular dependence and does not mix these modes. Multiplying by 2 gives

$$u''=\left[\frac{\Lambda}{r^2}-\frac{\alpha}{r^4}-k^2\right]u .$$

Set $r=e^z$ and $u=\sqrt r\,w$. Then $u'=r^{-1/2}(w/2+w_z)$. In the second derivative the terms in $w_z$ cancel, leaving $u''=r^{-3/2}(w_{zz}-w/4)$, so

$$w_{zz}=\left[\nu^2-\frac{\alpha}{r^2}-k^2r^2\right]w,\qquad \nu^2=\Lambda+\tfrac14 .$$

Take a hard core, $w(r_0)=0$, and a bound electron, $k^2=-\kappa^2$. Without polarization and with $\nu^2\ge0$, the bracket is positive. A solution leaving zero at the core then curves away from the axis and cannot decay. A dipole below the critical value, $\Lambda=-1/4$, therefore binds nothing outside a hard core.

With polarization, put $x=\sqrt\alpha/r$ at zero energy. Since $d/dz=-x\,d/dx$, the equation becomes Bessel's equation with solutions $J_{\pm\nu}(x)$. As $\kappa\to0$ a decaying solution tends to $r^{-\nu}$, which is the behaviour of $J_\nu(\sqrt\alpha/r)$. The first level thus appears when this function vanishes at the core, and it exists for

$$\frac{\sqrt\alpha}{r_0}>j_{\nu,1},$$

where $j_{\nu,1}$ is the first positive zero of $J_\nu$.

The example uses a dipole of 1.6 D and a polarizability of 7.5 Å$^3$, with a chosen core radius of 1.30 Å. These give $\nu=0.084$, $j_{\nu,1}=2.53$ and $\sqrt\alpha/r_0=2.90$, so the combined attraction binds. Polarization alone has $\nu=1/2$ and would need $\sqrt\alpha/r_0>\pi$. The dipole alone is below its critical value of 1.625 D. Neither part binds by itself, but together they do.

For a shallow level, $\kappa\sqrt\alpha\ll1$, the binding follows by matching. With $x_0=\sqrt\alpha/r_0$, the inner solution that vanishes at the core is

$$w=J_\nu(x)J_{-\nu}(x_0)-J_{-\nu}(x)J_\nu(x_0).$$

At large $r$, $J_{\pm\nu}(x)\simeq(x/2)^{\pm\nu}/\Gamma(1\pm\nu)$. Its ratio of the $r^\nu$ coefficient to the $r^{-\nu}$ coefficient is

$$-\frac{J_\nu(x_0)}{J_{-\nu}(x_0)}\frac{\Gamma(1+\nu)}{\Gamma(1-\nu)}\left(\frac{\sqrt\alpha}{2}\right)^{-2\nu}.$$

The outer solution $K_\nu(\kappa r)$ has, for small argument, the ratio

$$\frac{\Gamma(-\nu)}{\Gamma(\nu)}\left(\frac\kappa2\right)^{2\nu}=-\frac{\Gamma(1-\nu)}{\Gamma(1+\nu)}\left(\frac\kappa2\right)^{2\nu}.$$

Equating the two gives

$$\left(\frac{\kappa\sqrt\alpha}{4}\right)^{2\nu}=\frac{J_\nu(x_0)}{J_{-\nu}(x_0)}\left[\frac{\Gamma(1+\nu)}{\Gamma(1-\nu)}\right]^2 ,$$

with binding energy $\kappa^2/2$. For the 1.30 Å core this predicts 1.15 meV, against 1.21 meV from diagonalization. At 1.38 Å the values are 0.0247 and 0.0248 meV. The small exponent $2\nu$ makes $\kappa$ very sensitive to the core.

## How the core moves the level and opens dissociation

Inside $r_0$, keep one valence anion state with normalized radial function $\varphi(r)$, surface amplitude $\gamma=\varphi(r_0)$ and $\varphi'(r_0)=0$. Let $F(r,x)$ be the inner wave function, where $x$ now denotes the C–I displacement, and define $\chi(x)=\int_0^{r_0}\varphi F\,dr$. Integration by parts gives

$$-\tfrac12\int_0^{r_0}\varphi F''dr=-\tfrac12\gamma F'(r_0,x)-\tfrac12\int_0^{r_0}\varphi''F\,dr .$$

The last term belongs to the anion Hamiltonian $H_a$. Neglect the dependence of $\varphi$ on $x$, and expand $F'(r_0,x)$ in the neutral stretch states $\phi_v(x)$. The projected equation is

$$(H_a-E)\chi=\tfrac12\gamma\sum_v\phi_v\,u_v'(r_0).$$

Keeping one state means $F\simeq\varphi\chi$, so $u_v(r_0)=\gamma\langle\phi_v|\chi\rangle$. Eliminating $\chi$, with outgoing fragments,

$$u_v=\sum_{v'}M_{vv'}u'_{v'},\qquad M_{vv'}=\tfrac12\gamma^2\langle\phi_v|(H_a-E-i0)^{-1}|\phi_{v'}\rangle .$$

For $\gamma=0$ this returns the hard core. The total energy is $E=\omega/2+e$, where $\omega$ is the stretch quantum and $e$ the electron energy above $v=0$.

The anion curve is linear, $H_a=p^2/2m+\Delta-fx$. With $b=(2mf)^{1/3}$ and $y(x)=b[(\Delta-E)/f-x]$, its Green function is

$$G(x,x')=\frac{2\pi m}{b}\,\mathrm{Ai}(y_<)\,[\mathrm{Bi}(y_>)+i\,\mathrm{Ai}(y_>)] ,$$

where $y_<$ and $y_>$ belong to the smaller and larger displacement. The first factor decays under the barrier and the second is outgoing. The prefactor follows from the required slope jump $-2m$ and the Wronskian $\mathrm{Ai\,Bi'-Ai'\,Bi}=1/\pi$.

The imaginary part of the inverse is $\pi\delta(H_a-E)$, and the linear curve has one state $\psi_E$ at each energy. Hence

$$\mathrm{Im}\,M_{vv'}=g_vg_{v'},\qquad g_v=\gamma\sqrt{\pi/2}\,\langle\phi_v|\psi_E\rangle .$$

The real part shifts the level and couples the channels; the imaginary part is loss to dissociation.

Let $\zeta_v=u_v/u_v'$ at $r_0$, for the decaying solution in $v=1$ and the outgoing one in $v=0$. With loss and coupling to $v=0$ omitted, the level satisfies $\zeta_1=\mathrm{Re}\,M_{11}$. In the example $\mathrm{Re}\,M_{11}=0.107$ bohr, and the binding grows from 1.2 to 6.1 meV. Most of the final binding therefore depends on the valence state, even though the long-range attraction already holds a level without it.

## Position, width and interference

For decay without an incoming electron, the $v=0$ equation gives $u_0'=M_{01}u_1'/(\zeta_0-M_{00})$. Substitution into the $v=1$ equation yields

$$\zeta_1=M_{\rm eff}=M_{11}+\frac{M_{01}^2}{\zeta_0-M_{00}} .$$

To turn a change of boundary into a change of energy, differentiate the closed-channel equation with respect to energy. With $u_E=\partial u/\partial E$ and potential $V$,

$$u''=2(V-E)u,\qquad u_E''=2(V-E)u_E-2u .$$

Therefore $(u_Eu'-uu_E')'=2u^2$. Integrating from $r_0$ to infinity, where the solution vanishes, gives

$$\frac{d\zeta_1}{dE}=\frac{u_Eu'-uu_E'}{u'^2}\bigg|_{r_0}=-\frac{2\int_{r_0}^\infty u^2dr}{u'(r_0)^2}.$$

If $M$ varies slowly over the resonance, a small boundary change $\delta M$ shifts the energy by $\delta E=-\tfrac12u'(r_0)^2\delta M/\int u^2dr$. Writing the complex energy as $E_r-i\Gamma/2$ gives the narrow-level width

$$\Gamma=\frac{u'(r_0)^2\,\mathrm{Im}\,M_{\rm eff}}{\int_{r_0}^\infty u^2dr}.$$

It predicts 1.57 meV, while the complex pole has width 1.53 meV. With $\gamma^2$ reduced tenfold the values are 0.0432 and 0.0431 meV.

For an incoming electron, the closed-channel equation gives $u_1'=M_{01}u_0'/(\zeta_1-M_{11})$. The entrance channel then has the boundary

$$\widetilde M=M_{00}+\frac{M_{01}^2}{\zeta_1-M_{11}} .$$

With $u_0=u^--Su^+$, where $u^\pm$ are outgoing and incoming solutions of equal flux,

$$S=\frac{u^--\widetilde M\,(u^-)'}{u^+-\widetilde M\,(u^+)'}\bigg|_{r_0},\qquad P=1-|S|^2 .$$

Here $P$ is the attachment probability, since below threshold the missing flux can go only into dissociation. The outward electron flux at the core is

$$\mathrm{Im}\sum_vu_v^*u_v'=-\Big|\sum_vg_vu_v'\Big|^2 ,$$

because the real symmetric part of $M$ contributes nothing. The dissociation amplitude is therefore $D=g_0u_0'+g_1u_1'$. Let $m_{vv'}=\mathrm{Re}\,M_{vv'}$ and insert $u_1'$. The two terms $\pm ig_0g_1^2$ in the numerator cancel:

$$D=u_0'\,\frac{g_0(\zeta_1-m_{11})+g_1m_{01}}{\zeta_1-m_{11}-ig_1^2}.$$

With $\epsilon=(\zeta_1-m_{11})/g_1^2$ and $q=m_{01}/(g_0g_1)$,

$$D=g_0u_0'\,\frac{\epsilon+q}{\epsilon-i}.$$

This displays the interference. The factor $u_0'$ also responds to the resonance, through release of the electron, so the fraction alone is not the full line shape.

Large $|q|$ favours a peak; at $q=0$ the fraction vanishes at the level and gives a dip. Because $\zeta_1$ falls with energy, $\epsilon$ is positive below the level. For $q>0$, interference strengthens the low-energy side and puts a zero above the level.

## How large the effect is

The remaining inputs are a 66 meV stretch quantum, a reduced mass of 13 u, an anion gap $\Delta=0.55$ eV at the neutral equilibrium distance, a slope $f=2.5$ eV/Å and $\gamma^2=0.055$ nm$^{-1}$. At the peak,

$$q=\frac{0.0304}{0.00269}\simeq11.3 .$$

The peak lies at 59.8 meV with a full width at half maximum of 1.56 meV. The zero is at 64.2 meV, where the formula and the computed curve agree.

In this model only the lowest angular mode leads to attachment. Its share of a plane wave from direction $\hat{\mathbf k}$ gives a cross section $(4\pi^2/k^2)|Y(\hat{\mathbf k})|^2P$. Averaging over molecular orientations replaces $|Y|^2$ by $1/4\pi$, so $\sigma=\pi P/k^2$. At the peak $\pi/k^2=2.00$ nm$^2$, and

$$\sigma=2.00\times0.731\simeq1.46\ \mathrm{nm^2},$$

compared with 0.074 nm$^2$ at 50 meV. A separate finite-difference solution, which measures the current of separating fragments, gives 0.7311 at the peak, against $P=0.7314$.

The causal test keeps $M$ fixed and removes parts of the long-range potential in both channels. With polarization only, dipole only, or neither, the level is absent. Between 45 meV and threshold, $P$ is then largest at the upper end instead of at an interior peak. With polarization only, $P$ is 0.020 at the old peak energy and 0.041 just below threshold; in the other two cases it stays below 0.001 at both energies. These reductions also include the weaker attraction in the entrance channel, so the evidence for the mechanism is the loss of the level and of the interior peak, not the ratio of heights. The need for the dipole is specific to these parameters: with a core of 1.25 Å, or with $\gamma^2$ doubled, polarization and the valence boundary support a level without it.

A level does not guarantee good contrast. Changing the gap to 0.45 eV and $\gamma^2$ to 0.04 nm$^{-1}$ together gives $q=3.0$. The peak is then 0.44 against 0.18 at 50 meV, a ratio of 2.5 instead of 24. Direct capture is stronger there: with $v=1$ dropped, $P$ at 50 meV is 0.05, against 0.008 for the first parameters. Coupling to the $v=1$ channel, with interference that adds on the low-energy side, raises it to 0.18.

## Methyl iodide and the limits of the model

The stretch quantum, dipole, polarizability and reduced mass are rough values for methyl iodide. The core radius, anion gap, slope and $\gamma^2$ are model choices, and I cannot say how typical they are of the molecule. Measurements on the gas do show a narrow attachment structure just below the first stretch threshold, at roughly 60 meV. The nearby model peak shows that the mechanism can work in this regime; it does not confirm the chosen parameters.

The largest sensitivity found is to the core. With $M$ fixed, a radius of 1.25 Å puts the peak at 48.3 meV and 1.35 Å puts it at 64.4 meV. Raising the dipole by 0.02 D in both channels moves it by only 0.4 meV, to 59.4 meV. Polarizability matters more: 8.0 Å$^3$ puts the peak at 52.4 meV.

The dipole of the real molecule is so close to the critical 1.625 D that the example does not settle on which side it lies. At 1.64 D a fixed dipole would bind by itself, yet the model peak moves only to 59.0 meV.

The two-channel height is not converged. Adding $v=2$ and $v=3$ moves the peak to 58.5 meV and lowers $P$ to 0.40. The shift is comparable with the width, and the height falls by 45% relative to the two-channel value. At 50 meV $P$ rises from 0.03 to 0.11, so the contrast drops from 24 to about 3.6. With five, six and eight channels the peak lies between 59.0 and 59.5 meV, with heights of 0.33, 0.37 and 0.43. Position and height settle only with about sixteen channels, at 59.2 meV and 0.39; up to forty channels the height still moves by about 0.01. The width changes most: the full width at half maximum grows from 1.56 meV with two channels to 5.9 meV with four and settles near 4.9 meV, so the narrow two-channel width is not the converged width of this model. At 50 meV $P$ is then about 0.09, so the contrast is about 4.

Rotation is also not negligible. At 300 K a typical rotational spacing is 1.45 meV in a diatomic estimate (13 u, 2.1 Å) and about 1.3 meV with the rotational constant of the molecule, 0.25 cm$^{-1}$. This is close to the two-channel width, about a quarter of the many-channel width, and a fifth to a quarter of the binding. The fixed-axis approximation can therefore fail for the detailed line shape; its effect on the peak was not computed. The population of $v=1$ relative to $v=0$ is 0.078 at that temperature, and those molecules need a separate calculation.

These results should not be carried over to a resist film. A binding of 6.1 meV corresponds to a decay length $1/\kappa$ of about 2.5 nm, so the electron would extend over neighbouring molecules. Their potential and screening replace the isolated tail assumed here, and this model cannot give the resulting shift.

## What to do in a calculation

- Keep $v=1$ below its threshold, then add higher closed channels until position, height and width all settle. Here eight channels are too few for the height, and about sixteen are needed.
- Carry the dipole and polarization potentials well beyond the core. Match to Bessel functions of order $\nu$ where polarization has become negligible, because the dipole term still matters there.
- Fix the short-range boundary from a molecular calculation or from one measured feature. A feature used for fitting no longer tests the predicted position.
- Compute the real part of $M$ as well as the capture strengths. Without $m_{01}$ the model has $q=0$ and loses the interference that favours a peak.
- Use an energy step well below 1.5 meV for parameters like these, and average over the electron energy spread before comparing with data. If the peak is treated as a Lorentzian, its area in $P$ is $(\pi/2)(0.73)(1.56)\simeq1.8$ meV. A Gaussian spread of 10 meV full width has a maximum density of $0.94/(10\ \mathrm{meV})$, so in the two-channel model this estimate gives the resonance at most about 0.17 of the averaged $P$. The many-channel peak is lower but wider, and after the same averaging over 45 to 66 meV it still exceeds the one-channel curve by about 0.18.

The numerical output below lists the inputs and the main computed values.

## Table of computed values

```
stretch quantum (rough input): 66 meV
dipole (rough input): 1.6 D = 0.6295 au
polarizability (rough input): 7.5 A^3 = 50.61 au
reduced mass (rough input): 13 u
core radius (model): 1.30 A = 2.4566 bohr
anion gap at equilibrium (model): 0.55 eV
anion slope magnitude (model): 2.5 eV/A
gamma^2 (model): 0.055 1/nm = 0.002910 1/bohr
critical dipole: 1.6250 D
Lambda: -0.24293; nu: 0.08408 (dimensionless)
first zero of J_nu: 2.5334 (dimensionless)
sqrt(alpha)/core radius: 2.8959 (dimensionless)
largest binding core radius: 1.4860 A
hard-core binding, diagonalized: 1.213 meV
hard-core binding, shallow formula: 1.151 meV
core 1.38 A: binding 0.02483 meV, formula 0.02472 meV
level with Re M11, below v=1: 6.110 meV
M00 at peak: 0.09259 + 0.00096 i bohr
M01 at peak: 0.03044 + 0.00269 i bohr
M11 at peak: 0.10692 + 0.00753 i bohr
attachment peak energy: 59.78 meV
peak below threshold: 6.22 meV
full width at half maximum of P: 1.56 meV
P at peak: 0.7314; at 50 meV: 0.0309
contrast, peak to 50 meV: 23.65 (dimensionless)
cross section at peak: 1.4645 nm^2
cross section at 50 meV: 0.0740 nm^2
fragment current at 50 meV, peak, 63 meV: 0.0309, 0.7311, 0.0041
pole energy: 59.901 meV
pole width: 1.526 meV; narrow-level formula: 1.566 meV
gamma^2/10: pole width 0.0431 meV, formula 0.0432 meV
Fano q at peak: 11.333 (dimensionless)
interference zero: formula 64.24 meV, curve 64.24 meV
strong capture: gap 0.45 eV, gamma^2 0.040 1/nm
strong capture: peak 58.82 meV, P 0.4390, at 50 meV 0.1758
strong capture: contrast 2.50, q 3.044
polarization only: no level; P at old peak 0.02006, at threshold 0.04054
dipole only: no level; P at old peak 0.00041, at threshold 0.00049
neither: no level; P at old peak 0.00025, at threshold 0.00031
peak with v=0..3: 58.48 meV, P 0.4038
peak with dipole +0.02 D: 59.40 meV
peak with core radius 1.25 A: 48.34 meV
peak with core radius 1.35 A: 64.42 meV
rotational constant (rough bond 2.1 A): 0.0365 meV
typical J at 300 K: 18.8; spacing 2B(J+1): 1.45 meV
v=1/v=0 population at 300 K: 0.0778
```
